# Unrelaxed CCSD One-Particle Density: Its Blocks and Its Trace: verification in Python

```python
"""Unrelaxed CCSD one-particle density, tested against its definition.

gamma[p,q] = <0|(1+Lambda) exp(-T) p^+ q exp(T)|0>, spin orbitals,
i,j,k,l occupied and a,b,c,d virtual in the determinant |0>.
T      = sum t1[i,a] a^+ i + 1/4 sum t2[i,j,a,b] a^+ b^+ j i
Lambda = sum l1[i,a] i^+ a + 1/4 sum l2[i,j,a,b] i^+ a j^+ b
Result under test (repeated indices summed):
  gamma[i,j] = delta_ij - l1[j,a] t1[i,a] - 1/2 l2[j,k,a,b] t2[i,k,a,b]
  gamma[a,b] = l1[i,a] t1[i,b] + 1/2 l2[i,j,a,c] t2[i,j,b,c]
  gamma[a,i] = l1[i,a]
  gamma[i,a] = t1[i,a] + l1[k,c] t2[i,k,a,c] - l1[k,c] t1[i,c] t1[k,a]
               - 1/2 l2[k,l,c,d] (t1[i,c] t2[k,l,a,d] + t1[k,a] t2[i,l,c,d])
  trace(gamma) = number of electrons, for any amplitudes.
Example: LiH in the STO-3G basis, Hartree atomic units.
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.linalg import expm
from pyscf import gto, scf, cc, ao2mo

rng = np.random.default_rng(7)


def density_from_amplitudes(t1, t2, l1, l2):
    """Density from the derived block formulas, and the terms of gamma[i,a]."""
    no, nv = t1.shape
    g = np.zeros((no + nv, no + nv))
    g[:no, :no] = (np.eye(no) - np.einsum('ja,ia->ij', l1, t1)
                   - 0.5 * np.einsum('jkab,ikab->ij', l2, t2))
    g[no:, no:] = (np.einsum('ia,ib->ab', l1, t1)
                   + 0.5 * np.einsum('ijac,ijbc->ab', l2, t2))
    g[no:, :no] = l1.T
    virt = np.einsum('klcd,klad->ca', l2, t2)
    occ = np.einsum('klcd,ilcd->ki', l2, t2)
    terms = [t1,
             np.einsum('kc,ikac->ia', l1, t2),
             -np.einsum('kc,ic,ka->ia', l1, t1, t1),
             -0.5 * np.einsum('ic,ca->ia', t1, virt),
             -0.5 * np.einsum('ka,ki->ia', t1, occ)]
    g[:no, no:] = sum(terms)
    return g, terms


# ---- Transformed elementary operators in a small complete Fock space ----
def annihilators(n):
    """Jordan-Wigner matrices of n fermion annihilation operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for p in range(n):
        m = np.eye(1)
        for q in range(n):
            m = np.kron(m, parity if q < p else lower if q == p else np.eye(2))
        ops.append(m)
    return ops


def check_transformed_operators():
    o, v = range(3), range(3)
    ann = annihilators(6)
    occ_ann, vir_ann = ann[:3], ann[3:]
    vir_cre = [m.T for m in vir_ann]
    s = 0.3 * rng.normal(size=(3, 3))
    d = 0.3 * rng.normal(size=(3, 3, 3, 3))
    d = d - d.transpose(1, 0, 2, 3)
    d = d - d.transpose(0, 1, 3, 2)
    T = sum(s[i, a] * vir_cre[a] @ occ_ann[i] for i in o for a in v)
    T = T + 0.25 * sum(
        d[i, j, a, b] * vir_cre[a] @ vir_cre[b] @ occ_ann[j] @ occ_ann[i]
        for i in o for j in o for a in v for b in v)
    up, down = expm(T), expm(-T)
    err = 0.0
    for i in o:
        expected = occ_ann[i].T - sum(s[i, a] * vir_cre[a] for a in v)
        expected = expected - 0.5 * sum(
            d[i, k, a, b] * vir_cre[a] @ vir_cre[b] @ occ_ann[k]
            for k in o for a in v for b in v)
        err = max(err, abs(down @ occ_ann[i].T @ up - expected).max())
        err = max(err, abs(down @ occ_ann[i] @ up - occ_ann[i]).max())
    for a in v:
        expected = vir_ann[a] + sum(s[i, a] * occ_ann[i] for i in o)
        expected = expected + 0.5 * sum(
            d[i, j, a, b] * vir_cre[b] @ occ_ann[j] @ occ_ann[i]
            for i in o for j in o for b in v)
        err = max(err, abs(down @ vir_ann[a] @ up - expected).max())
        err = max(err, abs(down @ vir_cre[a] @ up - vir_cre[a]).max())
    assert err < 1e-11
    return err


operator_error = check_transformed_operators()

# ---- Molecule, orbitals and integrals ----
bond = 3.0
mol = gto.M(atom=[['Li', (0, 0, 0)], ['H', (0, 0, bond)]], unit='Bohr',
            basis='sto-3g', verbose=0)
h_ao = scf.hf.get_hcore(mol)
z_ao = mol.intor('int1e_r')[2]


def run_rhf(field):
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h_ao + field * z_ao
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    return mf


def run_library_ccsd(mf):
    solver = cc.CCSD(mf)
    solver.conv_tol, solver.conv_tol_normt = 1e-11, 1e-9
    solver.max_cycle = 200
    solver.kernel()
    assert solver.converged
    return solver


mf = run_rhf(0.0)
C = mf.mo_coeff
n_mo = C.shape[1]
n_so, n_el = 2 * n_mo, mol.nelectron
n_vir = n_so - n_el
h_mo = C.T @ h_ao @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n_mo)
z_so = np.kron(C.T @ z_ao @ C, np.eye(2))

# ---- All determinants and the matrices of p^+ q ----
dets = list(itertools.combinations(range(n_so), n_el))
position = {d: k for k, d in enumerate(dets)}
dim = len(dets)


def replacement(p, q):
    rows, cols, vals = [], [], []
    for k, d in enumerate(dets):
        if q not in d:
            continue
        m = d.index(q)
        rest = d[:m] + d[m + 1:]
        if p in rest:
            continue
        n = sum(r < p for r in rest)
        rows.append(position[rest[:n] + (p,) + rest[n:]])
        cols.append(k)
        vals.append((-1.0) ** (m + n))
    return sp.csr_matrix((vals, (rows, cols)), shape=(dim, dim))


E = [[replacement(p, q) for q in range(n_so)] for p in range(n_so)]


def one_body(v):
    total = sp.csr_matrix((dim, dim))
    for p in range(n_so):
        for q in range(n_so):
            if v[p, q] != 0.0:
                total = total + v[p, q] * E[p][q]
    return total.toarray()


def build_hamiltonian():
    pair = [[E[2*p][2*q] + E[2*p+1][2*q+1] for q in range(n_mo)]
            for p in range(n_mo)]
    dense = np.array([[m.toarray() for m in row] for row in pair])
    h_eff = h_mo - 0.5 * np.einsum('pqqs->ps', eri)
    H = np.tensordot(h_eff, dense, axes=([0, 1], [0, 1]))
    for p in range(n_mo):
        for q in range(n_mo):
            inner = np.tensordot(eri[p, q], dense, axes=([0, 1], [0, 1]))
            H += 0.5 * (pair[p][q] @ inner)
    return H + mol.energy_nuc() * np.eye(dim)


H = build_hamiltonian()
assert abs(H - H.T).max() < 1e-9
assert abs(H[0, 0] - mf.e_tot) < 1e-8

# ---- Excitation operators and the CCSD equations ----
singles = [(i, a) for i in range(n_el) for a in range(n_vir)]
doubles = [(i, j, a, b)
           for i, j in itertools.combinations(range(n_el), 2)
           for a, b in itertools.combinations(range(n_vir), 2)]
tau = [E[n_el + a][i] for i, a in singles]
tau += [(E[n_el + a][i] @ E[n_el + b][j]).tocsr() for i, j, a, b in doubles]
n_exc = len(tau)
tau_flat = sp.hstack([m.tocoo().reshape((dim * dim, 1)) for m in tau],
                     format='csr')
reference = np.zeros(dim)
reference[0] = 1.0
excited = np.column_stack([m @ reference for m in tau])


def cluster_matrix(x):
    return sp.csr_matrix((tau_flat @ x).reshape(dim, dim))


def exp_action(T, X):
    """exp(T) X; the series ends because only n_el electrons can be excited."""
    total, term = X.copy(), X
    for n in range(1, n_el + 1):
        term = (T @ term) / n
        total = total + term
    return total


def solve_ccsd(ham, start):
    """Newton solution of the projected equations; returns E, t, lambda."""
    t = start.copy()
    for _ in range(30):
        T = cluster_matrix(t)
        w = exp_action(-T, ham @ exp_action(T, reference))
        residual = excited.T @ w
        H_exc = exp_action(-T, ham @ exp_action(T, excited))
        shifted = np.column_stack([m @ w for m in tau])
        jacobian = excited.T @ (H_exc - shifted)
        if abs(residual).max() < 1e-11:
            lam = np.linalg.solve(jacobian.T, -H_exc[0])
            return w[0], t, lam
        t = t - np.linalg.solve(jacobian, residual)
    raise RuntimeError('CCSD equations not solved')


def tensors(x):
    one = x[:len(singles)].reshape(n_el, n_vir)
    two = np.zeros((n_el, n_el, n_vir, n_vir))
    for val, (i, j, a, b) in zip(x[len(singles):], doubles):
        two[i, j, a, b] = two[j, i, b, a] = val
        two[j, i, a, b] = two[i, j, b, a] = -val
    return one, two


def density_from_definition(t, lam):
    T = cluster_matrix(t)
    ket = exp_action(T, reference)
    bra = exp_action(-T.T, reference + excited @ lam)
    return np.array([[bra @ (E[p][q] @ ket) for q in range(n_so)]
                     for p in range(n_so)])


# ---- Random amplitudes: formulas and trace are pure algebra ----
t_rand = 0.2 * rng.normal(size=n_exc)
l_rand = 0.2 * rng.normal(size=n_exc)
g_rand_def = density_from_definition(t_rand, l_rand)
g_rand, _ = density_from_amplitudes(*tensors(t_rand), *tensors(l_rand))
random_error = abs(g_rand - g_rand_def).max()
assert random_error < 1e-10
assert abs(np.trace(g_rand_def) - n_el) < 1e-10

# ---- Solved amplitudes ----
e_cc, t, lam = solve_ccsd(H, np.zeros(n_exc))
t1, t2 = tensors(t)
l1, l2 = tensors(lam)
gamma, ov_terms = density_from_amplitudes(t1, t2, l1, l2)
gamma_def = density_from_definition(t, lam)
solved_error = abs(gamma - gamma_def).max()
assert solved_error < 1e-10
X1 = np.sum(l1 * t1)
X2 = 0.5 * np.sum(l2 * t2)
occ_trace = np.trace(gamma_def[:n_el, :n_el])
vir_trace = np.trace(gamma_def[n_el:, n_el:])
assert abs(occ_trace - (n_el - X1 - X2)) < 1e-10
assert abs(vir_trace - (X1 + X2)) < 1e-10
assert abs(occ_trace + vir_trace - n_el) < 1e-10

# ---- Separate CCSD code: energy and symmetrized spin-summed density ----
library = run_library_ccsd(mf)
assert abs(library.e_tot - e_cc) < 1e-8
library.solve_lambda()
spin_summed = gamma[0::2, 0::2] + gamma[1::2, 1::2]
symmetric = 0.5 * (spin_summed + spin_summed.T)
library_error = abs(library.make_rdm1() - symmetric).max()
assert library_error < 1e-6


# ---- The density as an energy derivative at fixed orbitals ----
def five_point(energy, step):
    return (8 * (energy(step) - energy(-step))
            - (energy(2 * step) - energy(-2 * step))) / (12 * step)


step = 1e-3
Z_op = one_body(z_so)
z_cc = np.sum(z_so * gamma)
z_fixed = five_point(lambda f: solve_ccsd(H + f * Z_op, t)[0], step)
assert abs(z_fixed - z_cc) < 1e-6
v_rand = 0.05 * rng.normal(size=(n_so, n_so))
V_op = one_body(v_rand)
v_cc = np.sum(v_rand * gamma)
v_fixed = five_point(lambda f: solve_ccsd(H + f * V_op, t)[0], step)
assert abs(v_fixed - v_cc) < 1e-6

# ---- Comparison values: no Lambda, relaxed orbitals, full CI ----
g_nolam, _ = density_from_amplitudes(t1, t2, 0 * l1, 0 * l2)
assert abs(np.trace(g_nolam) - n_el) < 1e-10
z_nolam = np.sum(z_so * g_nolam)
assert abs(z_nolam - z_fixed) > 1e-4
z_relaxed = five_point(lambda f: run_library_ccsd(run_rhf(f)).e_tot, step)
assert abs(z_relaxed - z_cc) > 10 * abs(z_fixed - z_cc)
ci_energy, ci_vec = np.linalg.eigh(H)
z_ci = ci_vec[:, 0] @ Z_op @ ci_vec[:, 0]
z_hf = np.trace(z_so[:n_el, :n_el])

nuclear = mol.atom_charges() @ mol.atom_coords()[:, 2]
dipole = nuclear - z_cc
origin = 5.0
with mol.with_common_orig((0, 0, origin)):
    z_moved = np.kron(C.T @ mol.intor('int1e_r')[2] @ C, np.eye(2))
nuclear_moved = mol.atom_charges() @ (mol.atom_coords()[:, 2] - origin)
dipole_moved = nuclear_moved - np.sum(z_moved * gamma)
assert abs(dipole_moved - dipole) < 1e-8
debye = (constants.e * constants.physical_constants['Bohr radius'][0]
         / (1e-21 / constants.c))

o, v = slice(0, n_el), slice(n_el, n_so)
print(f"Li-H distance: {bond:.1f} bohr")
print(f"electrons, spin orbitals, determinants: {n_el}, {n_so}, {dim}")
print(f"single and double amplitudes: {len(singles)}, {len(doubles)}")
print(f"RHF energy: {mf.e_tot:.8f} hartree")
print(f"CCSD energy: {e_cc:.8f} hartree")
print(f"full CI energy: {ci_energy[0]:.8f} hartree")
print(f"transformed operators, largest error: {operator_error:.1e}")
print(f"random amplitudes, largest density error: {random_error:.1e}")
print(f"random amplitudes, trace: {np.trace(g_rand_def):.10f}")
print(f"solved amplitudes, largest density error: {solved_error:.1e}")
print(f"largest difference from separate CCSD code: {library_error:.1e}")
print(f"X from singles: {X1:.8f} electrons")
print(f"X from doubles: {X2:.8f} electrons")
print(f"occupied trace: {occ_trace:.8f} electrons")
print(f"virtual trace: {vir_trace:.8f} electrons")
print(f"total trace: {occ_trace + vir_trace:.8f} electrons")
print(f"trace with Lambda = 0: {np.trace(g_nolam):.8f} electrons")
for m in range(n_mo):
    print(f"population of spatial orbital {m + 1}: {spin_summed[m, m]:.6f}")
print("element i = orbital 2 alpha, a = orbital 3 alpha:")
names = ["t1", "l1 t2", "-l1 t1 t1", "-1/2 l2 t1 t2 (t1 on i)",
         "-1/2 l2 t1 t2 (t1 on a)"]
for name, term in zip(names, ov_terms):
    print(f"  term {name}: {term[2, 0]:.8f}")
print(f"  gamma_ia: {gamma[2, n_el]:.8f}")
print(f"  gamma_ai: {gamma[n_el, 2]:.8f}")
print(f"<z> from occupied block: {np.sum(z_so[o, o]*gamma[o, o]):.7f} bohr")
print(f"<z> from virtual block: {np.sum(z_so[v, v]*gamma[v, v]):.7f} bohr")
print(f"<z> from gamma_ia block: {np.sum(z_so[o, v]*gamma[o, v]):.7f} bohr")
print(f"<z> from gamma_ai block: {np.sum(z_so[v, o]*gamma[v, o]):.7f} bohr")
print(f"<z> total, unrelaxed CCSD: {z_cc:.7f} bohr")
print(f"field step: {step:.4f} a.u.")
print(f"<z> by fixed-orbital energy derivative: {z_fixed:.7f} bohr")
print(f"random perturbation, density: {v_cc:.8f} hartree")
print(f"random perturbation, energy derivative: {v_fixed:.8f} hartree")
print(f"nuclear part of dipole: {nuclear:.4f} e bohr")
print(f"dipole, RHF: {nuclear - z_hf:.6f} e bohr")
print(f"dipole, CCSD with Lambda = 0: {nuclear - z_nolam:.6f} e bohr")
print(f"dipole, unrelaxed CCSD: {dipole:.6f} e bohr")
print(f"dipole, unrelaxed CCSD: {dipole * debye:.4f} debye")
print(f"same dipole, origin moved {origin:.1f} bohr: {dipole_moved:.6f} e bohr")
print(f"dipole, relaxed CCSD: {nuclear - z_relaxed:.6f} e bohr")
print(f"relaxed minus unrelaxed dipole: {z_cc - z_relaxed:.2e} e bohr")
print(f"dipole, full CI: {nuclear - z_ci:.6f} e bohr")
print("ALL CHECKS PASSED")
```

It prints:

```
Li-H distance: 3.0 bohr
electrons, spin orbitals, determinants: 4, 12, 495
single and double amplitudes: 32, 168
RHF energy: -7.86224631 hartree
CCSD energy: -7.88249393 hartree
full CI energy: -7.88250433 hartree
transformed operators, largest error: 1.1e-16
random amplitudes, largest density error: 3.3e-16
random amplitudes, trace: 4.0000000000
solved amplitudes, largest density error: 1.1e-16
largest difference from separate CCSD code: 3.4e-10
X from singles: 0.00287270 electrons
X from doubles: 0.04487986 electrons
occupied trace: 3.95224744 electrons
virtual trace: 0.04775256 electrons
total trace: 4.00000000 electrons
trace with Lambda = 0: 4.00000000 electrons
population of spatial orbital 1: 1.999914
population of spatial orbital 2: 1.952334
population of spatial orbital 3: 0.012194
population of spatial orbital 4: 0.001525
population of spatial orbital 5: 0.001525
population of spatial orbital 6: 0.032508
element i = orbital 2 alpha, a = orbital 3 alpha:
  term t1: 0.03869796
  term l1 t2: -0.00099575
  term -l1 t1 t1: -0.00005557
  term -1/2 l2 t1 t2 (t1 on i): -0.00014951
  term -1/2 l2 t1 t2 (t1 on a): -0.00086677
  gamma_ia: 0.03663036
  gamma_ai: 0.03660200
<z> from occupied block: 4.7931785 bohr
<z> from virtual block: 0.0724599 bohr
<z> from gamma_ia block: -0.0237264 bohr
<z> from gamma_ai block: -0.0236253 bohr
<z> total, unrelaxed CCSD: 4.8182867 bohr
field step: 0.0010 a.u.
<z> by fixed-orbital energy derivative: 4.8182870 bohr
random perturbation, density: 0.15246267 hartree
random perturbation, energy derivative: 0.15246267 hartree
nuclear part of dipole: 3.0000 e bohr
dipole, RHF: -1.910368 e bohr
dipole, CCSD with Lambda = 0: -1.882417 e bohr
dipole, unrelaxed CCSD: -1.818287 e bohr
dipole, unrelaxed CCSD: -4.6216 debye
same dipole, origin moved 5.0 bohr: -1.818287 e bohr
dipole, relaxed CCSD: -1.818362 e bohr
relaxed minus unrelaxed dipole: -7.58e-05 e bohr
dipole, full CI: -1.818154 e bohr
ALL CHECKS PASSED
```
